# Metal atoms near the surface of a 2 nm oxide nanoparticle

## Problem

A metal-oxide resist for extreme-ultraviolet lithography can be made of small oxide particles, each covered with organic ligands. The ligands bind to metal atoms at or near the particle surface, so the share of metal atoms found there limits how much of the metal can take part in ligand chemistry.

Model the oxide core as a sphere of diameter 2.0 nm with a uniform density of 30 metal atoms per nm³.

(a) Estimate the fraction of metal atoms whose centres lie within 0.3 nm of the surface, and the number of such atoms.

(b) Explain why 0.3 nm is a reasonable depth, and find how the answer changes with depth and diameter.

(c) Find how far the answer moves when the particle is made of discrete atoms, when the quoted diameter includes more than the metal-bearing core, when the particles differ in size, and when the shape is not a sphere.

## Conventions

Let \(R=1.0\) nm be the core radius, \(t=0.3\) nm the depth of the near-surface shell, and \(n=30\) nm⁻³ the number density of metal atoms. The surface is taken to be the sphere that bounds the metal centres, and the ligands lie outside it. "Uniform" means that the average density of metal centres is \(n\) everywhere inside this sphere, right up to its surface.

The fraction sought, \(F\), counts metal atoms that are close enough to the surface to be candidates for binding. It does not count bound ligands, whose number also depends on their size, their charge and the chemistry of the surface.

## Solution to (a): counting by volume

At uniform density, the number of atoms in any region is \(n\) times its volume. The whole core therefore holds

\[
N=n\,\frac{4\pi}{3}R^3 .
\]

A point at distance \(r\) from the centre has depth \(R-r\). It is deeper than \(t\) when \(R-r>t\), that is, when \(r<R-t\). The deep atoms thus fill a smaller concentric sphere of radius \(R-t\):

\[
N_{\rm deep}=n\,\frac{4\pi}{3}(R-t)^3 .
\]

All other atoms are near the surface. Dividing their number by \(N\) cancels the common factor \(4\pi n/3\):

\[
F=\frac{N-N_{\rm deep}}{N}
=1-\frac{(R-t)^3}{R^3}
=1-\left(1-\frac{t}{R}\right)^3 ,\qquad 0\le t\le R .
\]

The density has dropped out, so for given \(R\) and \(t\) the fraction does not depend on how densely the metal atoms are packed. For the given sizes,

\[
F=1-(0.7)^3=1-0.343=0.657 .
\]

**About two thirds of the metal atoms lie within 0.3 nm of the surface.**

The density is needed for the numbers of atoms. The core volume is 4.189 nm³, so

\[
N=30\times4.189=125.7,\qquad
N_{\rm near}=0.657\times125.7\approx 83,\qquad
N_{\rm deep}\approx 43 .
\]

These are averages, which is why they need not be whole numbers.

The large fraction comes from the cube in the formula. The deep sphere has 70% of the full radius but only 34% of the full volume.

### Why area times thickness is not enough

A quicker estimate multiplies the surface area by the shell thickness. It gives

\[
F_{\rm thin}=\frac{4\pi R^2t}{4\pi R^3/3}=\frac{3t}{R}=0.90 ,
\]

which is 37% above the value just found, relative to that value. To see the reason, write \(x=t/R\) and expand the cube:

\[
(1-x)^3=1-3x+3x^2-x^3
\quad\Longrightarrow\quad
F=3x-3x^2+x^3 .
\]

With \(x=0.3\) the three terms are \(0.900-0.270+0.027=0.657\). The first term gives every layer of the shell the area of the outermost one. The inner layers are smaller, and the other two terms correct for this. The thin-shell estimate is good only when \(t\ll R\). In that limit

\[
\frac{F_{\rm thin}}{F}\approx\frac{3x}{3x-3x^2}=\frac{1}{1-x}\approx1+x ,
\]

so its relative error is close to \(t/R\).

At the opposite limit, \(t=R\), the shell reaches the centre and \(F=1\). For \(t>R\) the formula must not be used, because no deep sphere is left; every atom is then near the surface and \(F\) stays at 1.

## Solution to (b): the choice of depth

### One metal layer

The depth should match roughly one layer of metal atoms, since a ligand outside the core can reach the outermost layer most easily. To estimate the layer thickness, place the metal atoms on a face-centred cubic lattice. This is a model choice; it is the metal arrangement in oxides with the fluorite structure.

A cubic cell of edge \(a\) holds four metal atoms, so \(n=4/a^3\) and

\[
a=\left(\frac{4}{n}\right)^{1/3}=\left(\frac{4}{30}\right)^{1/3}\text{nm}=0.511\ \text{nm}.
\]

With one atom at the origin, the other three atoms of the cell sit at \((0,\tfrac a2,\tfrac a2)\), \((\tfrac a2,0,\tfrac a2)\) and \((\tfrac a2,\tfrac a2,0)\). For every lattice site the sum \(x+y+z\) is therefore a whole multiple of \(a\). The sites lie on the planes \(x+y+z=ma\) with integer \(m\). The normal vector \((1,1,1)\) has length \(\sqrt3\), so neighbouring planes are separated by

\[
\frac{a}{\sqrt3}=0.295\ \text{nm}.
\]

These are the close-packed layers, and their spacing agrees with the chosen 0.3 nm. A sphere also exposes other faces, where the layers are closer together; parallel to the cube faces, for example, the spacing is \(a/2=0.255\) nm. The depth of one layer is therefore a rough guide, not a sharp value. A slab of depth 0.3 nm holds about one layer on average, when its outer boundary falls at random between lattice planes. If the boundary is a plane through the centres of the outermost layer, the second layer, 0.295 nm or 0.255 nm below, is already inside it. The nearest metal-metal distance is the length of \((\tfrac a2,\tfrac a2,0)\), which is \(b=a/\sqrt2=0.361\) nm.

### A structural measure of exposure

In the unbroken lattice each metal atom has 12 nearest metal neighbours. An atom in the particle may be called exposed if at least one of these 12 sites lies outside the core. This definition makes no use of the depth \(t\), so it offers a separate view of how many atoms belong to the surface.

An atom at distance \(r\) from the centre has neighbours no farther out than \(r+b\). If its depth exceeds \(b\), then \(r+b<R\) and none can be missing. The exposed fraction therefore cannot exceed the fraction of atoms within 0.361 nm of the surface, which is \(1-(0.639)^3=0.739\) on average.

Spheres of radius 1.0 nm were cut from the lattice with their centres at 4000 random positions in the cell. The exposed atoms made up 0.713 of all atoms, below this bound and close to \(F=0.657\). Among atoms within 0.3 nm of the surface, the exposed share was 1.000 to three decimals. Among deeper atoms it was 0.163. The 0.3 nm shell thus picks out atoms with missing neighbours well, though it leaves out some exposed atoms just below it.

A missing metal neighbour is a sign of exposure, not proof of an open binding site. Oxygen atoms, hydroxyl groups or other ligands may already occupy the place.

### Sensitivity to depth and diameter

Differentiating \(F=1-(R-t)^3/R^3\) with respect to \(t\) at fixed \(R\) gives

\[
\frac{dF}{dt}=\frac{3(R-t)^2}{R^3}=3\times0.49\ \text{nm}^{-1}=1.47\ \text{nm}^{-1}.
\]

The two minus signs, one before the cube and one from \(d(R-t)/dt=-1\), cancel: a deeper shell holds more atoms. A change of 0.05 nm in depth moves \(F\) by about 0.07, so the third decimal of 0.657 has no physical weight.

The depth that gives two thirds follows from setting \(F=2/3\):

\[
\left(1-\frac tR\right)^3=\frac13
\quad\Longrightarrow\quad
t=R\left(1-3^{-1/3}\right)=0.307\ \text{nm}.
\]

This differs from 0.3 nm by far less than the uncertainty in what "near the surface" means.

The table gives \(F\) for a few depths and diameters. Since \(F\) depends on \(t/R\) alone, doubling both lengths would leave it unchanged.

| Diameter (nm) | Depth (nm) | \(t/R\) | \(F\) |
|---:|---:|---:|---:|
| 1.0 | 0.30 | 0.60 | 0.936 |
| 2.0 | 0.25 | 0.25 | 0.578 |
| 2.0 | 0.30 | 0.30 | 0.657 |
| 2.0 | 0.35 | 0.35 | 0.725 |
| 3.0 | 0.30 | 0.20 | 0.488 |
| 5.0 | 0.30 | 0.12 | 0.319 |

At a fixed depth of 0.3 nm, the near-surface atoms are a large majority at 1 nm, about half at 3 nm and about a third at 5 nm. For the 5 nm particle the thin-shell estimate is \(3\times0.12=0.36\), which is 13% above 0.319, in line with the expected relative error of about \(t/R=0.12\).

The 1 nm row is the least secure. Such a core has one eighth of the volume of the 2 nm core and holds only about 16 metal atoms, of which \(0.064\times16\approx1\) is deep. With so few atoms, the actual structure of the cluster should replace a uniform density.

## Solution to (c): what the simple model leaves out

### Discrete atoms

A real particle has atoms at definite places, not a smooth density. Suppose its centre falls at random, with equal probability per volume, in the cubic lattice cell. Relative to the particle centre, each of the four atoms of the cell, together with all its periodic copies, then contributes an average density of \(1/a^3\). The average number of atoms in a region of volume \(V\) is

\[
\langle N_V\rangle=4\,\frac{V}{a^3}=nV .
\]

The ratio of the average near-surface count to the average total count is therefore the volume ratio \(F\). The 4000 lattice cuts gave a mean of 125.7 atoms and a ratio of 0.657. Cuts at a density of 20 nm⁻³ also gave 0.657, as expected if the density cancels.

A single particle departs from the average. Over the 4000 cuts, the fraction had a standard deviation of 0.014 and ranged from 0.612 to 0.704. These extremes belong to the sample and are not bounds; a sphere centred midway between two neighbouring metal atoms has 70 of its 118 atoms in the shell, a fraction of 0.593. For comparison, if \(N\) atoms were placed independently at random in the sphere, each would fall in the shell with probability \(F\), and the standard deviation of the fraction would be

\[
\sqrt{\frac{F(1-F)}{N}}=\sqrt{\frac{0.657\times0.343}{125.7}}=0.042 .
\]

The lattice scatter is three times smaller because the regular spacing prevents atoms from crowding into one region and leaving another empty. In either case, with the depth measured from a smooth sphere, discreteness does not overturn the estimate of two thirds. A faceted particle needs more care. The 147-atom cuboctahedron of the same lattice has shells of 1, 12, 42 and 92 atoms. Its outermost layer holds \(92/147=0.63\) of the metal, close to the estimate. Measured from facets that pass through the outer metal centres, however, a depth of 0.3 nm also takes in the second shell and gives \(134/147=0.91\). For such particles the two-thirds figure should be read as the share of metal in the outermost layer.

### What the quoted diameter includes

Suppose first that the 2.0 nm diameter extends to an outer edge of oxygen, a distance \(d=0.1\) nm beyond the last metal centres. The metal atoms then fill a sphere of radius \(R-d=0.9\) nm. If the depth of 0.3 nm is still measured from the outer edge, atoms with \(r<R-t=0.7\) nm remain deep, and

\[
F=1-\left(\frac{R-t}{R-d}\right)^3
=1-\left(\frac{0.7}{0.9}\right)^3=0.529 .
\]

The fraction falls because the outermost 0.1 nm of the shell now contains no metal centres. If the depth were measured from the last metal centres instead, the core formula with radius 0.9 nm would give \(1-(0.6/0.9)^3=0.70\). The reference surface for the depth must therefore be stated along with the diameter.

Suppose next that the 2.0 nm includes a ligand shell of thickness \(s=0.3\) nm. The oxide core then has radius \(R-s=0.7\) nm and diameter 1.4 nm. With the depth measured from the core surface,

\[
F=1-\left(1-\frac{t}{R-s}\right)^3
=1-\left(\frac{0.4}{0.7}\right)^3=0.813 .
\]

Here the fraction rises because the core is smaller. The number of near-surface atoms falls nonetheless: a core of radius 0.7 nm holds 43 metal atoms, of which about \(0.813\times43\approx35\) are near the surface, against 83 in the original case. The value \(s=0.3\) nm is a thin shell chosen for illustration. With ordinary bond lengths a bridging acetate reaches about 0.45 nm beyond the metal centres and a methacrylate about 0.6 nm. For \(s=0.5\) nm the core is the 1 nm row of the table, with \(F=0.936\) and only about 16 metal atoms.

### A spread of sizes

Let the core radii \(r\) follow a Gaussian distribution with mean \(R\) and standard deviation \(\sigma=0.1\) nm. To find the share of all metal atoms in the sample, add up the atoms first and divide afterwards. Write \(r=R+u\), where \(\langle u\rangle=0\), \(\langle u^2\rangle=\sigma^2\) and \(\langle u^3\rangle=0\). Then

\[
\langle r^3\rangle
=R^3+3R^2\langle u\rangle+3R\langle u^2\rangle+\langle u^3\rangle
=R^3+3R\sigma^2 .
\]

The same expansion with \(R-t\) in place of \(R\) gives \(\langle(r-t)^3\rangle\). Radii below \(t\), for which the formula would fail, lie seven standard deviations below the mean and have negligible weight. Hence

\[
F=1-\frac{(R-t)^3+3(R-t)\sigma^2}{R^3+3R\sigma^2}
=1-\frac{0.343+0.021}{1+0.030}=0.647 .
\]

The spread raises the average deep volume by 6% but the average total volume by only 3%, so the near-surface share falls slightly. A 10% spread of radii changes the result by only 0.01.

### Shape

Compare the sphere with a cube of the same volume. Its edge is

\[
L=\left(\frac{4\pi}{3}\right)^{1/3}R=1.612\ \text{nm}.
\]

Points more than \(t\) from every face fill an inner cube of edge \(L-2t=1.012\) nm, since a depth \(t\) is removed at both ends of each edge. Therefore

\[
F=1-\left(1-\frac{2t}{L}\right)^3
=1-\left(\frac{1.012}{1.612}\right)^3=0.753 .
\]

At equal volume and depth, the cube has about three quarters of its metal near the surface, compared with two thirds for the sphere.

## Reading the result for a real resist

Hafnium and zirconium oxide cores with carboxylate ligands are one family of metal-oxide resists. The crystalline oxides hold roughly 28 to 31 metal atoms per nm³, the monoclinic phases at the lower end and the cubic fluorite phases at the upper end, so the chosen density is realistic. The 2.0 nm diameter stands for a particle with an extended oxide core. Some resists of this family are instead built from clusters with as few as six metal atoms, whose metal cores are well below 1 nm across. Such clusters should be counted from their molecular structure, and so should the tin-oxo cages of another family, which have only about a dozen metal atoms. For the particles, an important question is what the stated diameter measures. Light scattering in solution responds to the particle together with its ligand shell, whereas electron microscopy mainly shows the heavy-metal core. In the cases worked out above, an oxygen edge of 0.1 nm, with the depth measured from that edge, lowers the fraction from 0.66 to 0.53, and a ligand shell of 0.3 nm included in the diameter raises it to 0.81. Each of these two shifts is larger than the one from the chosen size spread or from the change to a cube.

Nor does the result mean that two thirds of the metal atoms each carry a ligand. The core surface has area \(4\pi R^2=12.6\) nm². Shared among 83 near-surface atoms, this leaves 0.15 nm² per atom. The ligands sit farther out, where there is more room: on a sphere with a radius larger by 0.2 nm, the share is \(4\pi(1.2)^2/83=0.22\) nm² per atom. If the cross-section of each ligand in a single layer exceeds the share at the distance where the ligand sits, there is not enough room for one ligand per near-surface metal atom. The two-thirds figure is an estimate of how much metal is within reach of the surface; the ligand coverage has to be measured or calculated separately.

The main values are listed in the numerical output below; the others follow from them by the arithmetic shown.

## Table of computed values

```
Diameter: 2.0 nm; radius: 1.0 nm
Shell depth: 0.3 nm; deep radius: 0.7 nm
Metal density: 30 per nm^3
Sphere volume: 4.189 nm^3
Deep volume: 1.437 nm^3
Metal atoms, total: 125.7
Metal atoms, near surface: 82.6
Metal atoms, deep: 43.1
Deep fraction: 0.343
Near-surface fraction F: 0.657
Thin-shell estimate 3t/R: 0.900
Second term -3(t/R)^2: -0.270
Third term (t/R)^3: 0.027
Depth for exactly two thirds: 0.3066 nm
Slope dF/dt: 1.47 per nm
F at depth 0.25 nm: 0.578
F at depth 0.35 nm: 0.725
F at diameter 1 nm: 0.936
F at diameter 3 nm: 0.488
F at diameter 5 nm: 0.319
Lattice cell edge: 0.511 nm
Close-packed layer spacing: 0.295 nm
Nearest metal-metal distance: 0.361 nm
Lattice cuts sampled: 4000
Lattice mean atom number: 125.7
Lattice ratio of mean counts: 0.657
Same ratio at 20 per nm^3: 0.657
Single-particle standard deviation of F: 0.014
Single-particle F, lowest: 0.612
Single-particle F, highest: 0.704
Atoms lacking a metal neighbour, all: 0.713
Same, among near-surface atoms: 1.000
Same, among deep atoms: 0.163
Outer oxygen edge: 0.1 nm; F: 0.529
Ligand shell in diameter: 0.3 nm; F: 0.813
Core diameter in that case: 1.4 nm
Radius spread: 0.1 nm; atom-weighted F: 0.647
Equal-volume cube edge: 1.612 nm; F: 0.753
```
